# Frequency-Swept Linewidth of an In-Plane Magnetized Film Is Not 2αω: a numerical check

```python
# Result under test: for a thin film magnetized in its plane (no in-plane anisotropy),
# the frequency-swept full width at half maximum of the absorption is
#     delta_omega = alpha * gamma * mu0 * (2 H + M),   not 2 * alpha * omega.
# The quantity 2*alpha*omega/gamma is the full FIELD-swept width mu0*delta_H.
# Symbols: alpha Gilbert damping, gamma gyromagnetic ratio (positive), H applied field,
# M magnetization, omega angular frequency. x = in-plane field axis, z = film normal.
# Inside the program fields are mu0*H in tesla and frequencies are omega/gamma in tesla;
# time is then gamma*t in 1/tesla. Response convention: exp(-i omega t).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Rough typical values for a permalloy-like film
g_factor = 2.1
M = 1.0                # mu0*M, tesla
alpha = 0.008
B = 0.020              # mu0*H, tesla
thickness = 10e-9      # m
resistivity = 3e-7     # ohm m
field_spread = 0.5e-3  # full width of local field distribution, tesla
inplane_aniso = 0.5e-3 # in-plane anisotropy field, tesla
interface_K = 2e-4     # total interface anisotropy, J/m^2
side = 1e-3            # lateral size, m
temperature = 300.0    # K

mu_B = const.physical_constants["Bohr magneton"][0]
gamma = g_factor * mu_B / const.hbar
GHz = gamma / (2 * np.pi) / 1e9     # GHz per tesla
M_si = M / const.mu_0               # A/m


def llg_rate(m, applied, damping=alpha, aniso=0.0):
    """Full nonlinear equation of motion, solved for dm/dt."""
    field = applied + np.array([aniso * m[0], 0.0, -M * m[2]])
    torque = np.cross(m, field)
    return -(torque + damping * np.cross(m, torque)) / (1 + damping**2)


def linearize(bias, axis=0, aniso=0.0):
    """Complex-step derivatives about equilibrium along the given axis."""
    unit = np.eye(3)
    trans = [k for k in range(3) if k != axis]
    eq = unit[axis]
    eps = 1e-20
    jac = np.array([llg_rate(eq + 1j * eps * unit[k], bias * eq,
                             aniso=aniso).imag[trans] / eps for k in trans]).T
    drive = llg_rate(eq, bias * eq + 1j * eps * unit[1],
                     aniso=aniso).imag[trans] / eps
    return jac, drive, trans.index(1)


def absorption(freq, bias, axis=0, aniso=0.0):
    """Imaginary susceptibility along y from the linearized motion."""
    jac, drive, row = linearize(bias, axis, aniso)
    return M * np.linalg.solve(-1j * freq * np.eye(2) - jac, drive)[row].imag


def absorption_formula(freq, bias):
    wy, wz = bias, bias + M
    a_part = wy * wz - (1 + alpha**2) * freq**2
    b_part = alpha * freq * (wy + wz)
    return (M * alpha * freq * (wz**2 + (1 + alpha**2) * freq**2)
            / (a_part**2 + b_part**2))


def full_width(curve, centre, scale):
    """Full width at half maximum; centre and scale only set the search window."""
    peak = minimize_scalar(lambda x: -curve(x), method="bounded",
                           bounds=(centre - scale, centre + scale),
                           options={"xatol": 1e-7 * scale}).x
    half = curve(peak) / 2

    def excess(x):
        return curve(x) - half
    return (brentq(excess, peak, peak + 2 * scale)
            - brentq(excess, peak - 2 * scale, peak))


def resonance(bias):
    return np.sqrt(bias * (bias + M))


def width_formula(bias):
    return alpha * (2 * bias + M)


# Closed susceptibility against the numerically linearized motion
for freq in (0.05, 0.14, 0.3, 1.2):
    assert np.isclose(absorption(freq, B), absorption_formula(freq, B), rtol=1e-9)

# Frequency and field sweeps at several bias fields
table = []
for bias in (0.010, B, 0.050, 0.200, 1.0, 5.0):
    w0, dw = resonance(bias), width_formula(bias)
    freq_width = full_width(lambda w: absorption(w, bias), w0, dw)
    field_width = full_width(lambda b: absorption(w0, b), bias, 2 * alpha * w0)
    second_order = (dw / w0)**2 + alpha**2   # size of the neglected terms
    assert abs(freq_width / dw - 1) < second_order
    assert abs(field_width / (2 * alpha * w0) - 1) < 10 * alpha**2
    step = 1e-3 * bias
    eig_freq = [abs(np.linalg.eigvals(linearize(b)[0]).imag).max()
                for b in (bias - step, bias + step)]
    slope_num = (eig_freq[1] - eig_freq[0]) / (2 * step)
    assert abs(slope_num * field_width / freq_width - 1) < second_order
    table.append((bias, w0, freq_width, dw, 2 * alpha * w0, field_width))
_, w0, freq_width, dw, naive, field_width = table[1]
slope = (2 * B + M) / (2 * w0)
assert freq_width > 3 * naive                       # the common rule fails here
assert abs(table[-1][2] / table[-1][4] - 1) < 0.01  # and recovers for H >> M

# Ringdown of the nonlinear equation: two-term recurrence gives the decay rate
tilt, dt = 1e-4, 5.0
times = np.arange(0, 500, dt)
run = solve_ivp(lambda t, m: llg_rate(m, np.array([B, 0, 0])), (0, 500),
                [np.cos(tilt), np.sin(tilt), 0.0], method="DOP853",
                t_eval=times, rtol=1e-10, atol=1e-14)
my = run.y[1]
coef = np.linalg.lstsq(np.column_stack([my[1:-1], my[:-2]]) / tilt,
                       my[2:] / tilt, rcond=None)[0]
ring_width = -np.log(-coef[1]) / dt
assert abs(ring_width / (dw / (1 + alpha**2)) - 1) < 1e-4

# Orbit ellipse from the eigenvector, and the width it implies
vec = np.linalg.eig(linearize(B)[0])[1][:, 0]
axis_ratio = abs(vec[1] / vec[0])
assert abs(axis_ratio / np.sqrt(B / (B + M)) - 1) < 1e-3
ellipse_width = alpha * w0 * (axis_ratio + 1 / axis_ratio)
assert abs(ellipse_width / freq_width - 1) < (dw / w0)**2

# Control: film magnetized along its normal, circular orbit
B_normal = 1.3
w_normal = B_normal - M
normal_width = full_width(lambda w: absorption(w, B_normal, axis=2),
                          w_normal, 2 * alpha * w_normal)
assert abs(normal_width / (2 * alpha * w_normal) - 1) < 5 * alpha**2 + 1e-4

# Field below which the in-plane mode no longer oscillates
B_over = M / 2 * (np.sqrt(1 + alpha**2) - 1)
assert abs(np.linalg.eigvals(linearize(1.01 * B_over)[0]).imag).max() > 0
assert abs(np.linalg.eigvals(linearize(0.99 * B_over)[0]).imag).max() == 0

# Neglected: spread of local fields. The distribution is cut at +-10 mT and
# the resonance is curved in field, hence the 3 percent tolerance.
offsets = np.linspace(-0.010, 0.010, 4001)[1:-1]
weights = 1 / (offsets**2 + (field_spread / 2)**2)
weights /= weights.sum()
spread_extra = slope * field_spread
spread_width = full_width(
    lambda w: np.sum(weights * absorption_formula(w, B + offsets)),
    w0, dw + spread_extra)
assert abs(spread_width / (dw + spread_extra) - 1) < 0.03

# Neglected: in-plane anisotropy with easy axis along the field
aniso_width = full_width(lambda w: absorption(w, B, aniso=inplane_aniso),
                         resonance(B + inplane_aniso), dw)
assert abs(aniso_width / width_formula(B + inplane_aniso) - 1) < (dw / w0)**2
aniso_shift = resonance(B + inplane_aniso) - w0

# Neglected: interface perpendicular anisotropy lowers the effective magnetization
M_eff = M - 2 * interface_K / (M_si * thickness)


def normal_energy(mz):
    return 0.5 * const.mu_0 * M_si**2 * mz**2 - interface_K / thickness * mz**2


curvature = (normal_energy(0.1) - 2 * normal_energy(0) + normal_energy(-0.1)) / 0.01
assert np.isclose(curvature / M_si, M_eff, rtol=1e-9)
interface_width = alpha * (2 * B + M_eff)

# Neglected: eddy currents, checked by field diffusion through the thickness
alpha_eddy = gamma * const.mu_0**2 * M_si * thickness**2 / (12 * resistivity)
omega_si = gamma * w0
kappa = omega_si * const.mu_0 * thickness**2 / resistivity
n = 400
dz = 1 / (n + 1)
laplace = (np.diag(-2 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
           + np.diag(np.ones(n - 1), -1)) / dz**2
h_react = np.linalg.solve(laplace + 1j * kappa * np.eye(n),
                          -1j * kappa * np.ones(n))
alpha_diffusion = gamma * const.mu_0 * M_si * h_react.sum().imag * dz / omega_si
assert abs(alpha_diffusion / alpha_eddy - 1) < 1e-4
# Damping that differs between the two components (exaggerated for the test)
ay, az, wy, wz = 0.02, 0.008, B, B + M
motion = np.linalg.solve([[1, az], [-ay, 1]], [[0, -wz], [wy, 0]])
rate_sum = -np.linalg.eigvals(motion).real.sum()
assert np.isclose(rate_sum, (ay * wz + az * wy) / (1 + ay * az), rtol=1e-9)
eddy_extra = alpha_eddy * (B + M)

# Neglected: thermal in-plane tilt of the uniform mode
stiffness = B * M_si * thickness * side**2 / (const.k * temperature)
angle = np.linspace(-10, 10, 4001) / np.sqrt(stiffness)
boltzmann = np.exp(-2 * stiffness * np.sin(angle / 2)**2)
thermal_tilt = np.sqrt(np.sum(boltzmann * angle**2) / boltzmann.sum())
assert np.isclose(thermal_tilt, 1 / np.sqrt(stiffness), rtol=1e-6)

print(f"g factor: {g_factor}; damping alpha: {alpha}")
print(f"mu0 M: {M:.3f} T; mu0 H: {B*1e3:.1f} mT")
print(f"film thickness: {thickness*1e9:.1f} nm")
print(f"gamma/2pi: {GHz:.3f} GHz/T")
print(f"in-plane stiffness frequency: {B*GHz:.4f} GHz")
print(f"out-of-plane stiffness frequency: {(B+M)*GHz:.3f} GHz")
print(f"resonance frequency: {w0*GHz:.4f} GHz")
print(f"frequency full width, numerical sweep: {freq_width*GHz:.5f} GHz")
print(f"frequency full width, formula: {dw*GHz:.5f} GHz")
print(f"same width as angular frequency: {dw*gamma/1e9:.4f} rad/ns")
print(f"width from ringdown: {ring_width*GHz:.5f} GHz")
print(f"amplitude 1/e time from ringdown: {2/(ring_width*gamma)*1e9:.4f} ns")
print(f"common rule 2 alpha f: {naive*GHz:.5f} GHz")
print(f"true width / common rule, formula: {dw/naive:.4f}")
print(f"field full width, numerical sweep: {field_width*1e3:.4f} mT")
print(f"field full width, 2 alpha omega/gamma: {naive*1e3:.4f} mT")
print(f"slope df/d(mu0 H): {slope*GHz:.3f} GHz/T")
print(f"slope times numerical field width: {slope*field_width*GHz:.5f} GHz")
print(f"false alpha from numerical width/(2f): {freq_width/(2*w0):.5f}")
print(f"alpha recovered by correct formula: {freq_width/(2*B+M):.6f}")
print(f"orbit axis ratio (normal/in-plane): {axis_ratio:.5f}")
print(f"width from orbit ellipse: {ellipse_width*GHz:.5f} GHz")
print(f"low-field limit of width: {alpha*M*GHz:.5f} GHz")
print(f"overdamped below mu0 H: {B_over*1e3:.5f} mT")
print("Table: mu0H mT | f GHz | sweep GHz | formula GHz | 2 alpha f GHz | field mT")
for bias, w, fw, form, rule, hw in table:
    print(f"{bias*1e3:.0f} | {w*GHz:.3f} | {fw*GHz:.5f} | {form*GHz:.5f}"
          f" | {rule*GHz:.5f} | {hw*1e3:.4f}")
print(f"normal film, mu0 H: {B_normal:.2f} T; f: {w_normal*GHz:.4f} GHz")
print(f"normal film, width by sweep: {normal_width*GHz:.5f} GHz")
print(f"normal film, 2 alpha f: {2*alpha*w_normal*GHz:.5f} GHz")
print(f"assumed local field spread, full width: {field_spread*1e3:.2f} mT")
print(f"extra width from spread, estimate: {spread_extra*GHz:.5f} GHz")
print(f"total width with spread, averaged curve: {spread_width*GHz:.5f} GHz")
print(f"assumed in-plane anisotropy field: {inplane_aniso*1e3:.2f} mT")
print(f"its resonance shift: {aniso_shift*GHz:.5f} GHz")
print(f"its width change: {2*alpha*inplane_aniso*GHz*1e3:.4f} MHz")
print(f"assumed interface anisotropy: {interface_K*1e3:.2f} mJ/m^2")
print(f"effective mu0 M with it: {M_eff:.4f} T")
print(f"width with it: {interface_width*GHz:.5f} GHz")
print(f"assumed resistivity: {resistivity*1e8:.1f} microohm cm")
print(f"eddy damping: {alpha_eddy:.3e}; extra width: {eddy_extra*GHz*1e3:.4f} MHz")
print(f"film side: {side*1e3:.1f} mm; temperature: {temperature:.0f} K")
print(f"thermal rms in-plane tilt: {thermal_tilt:.3e} rad")
print("verified")
```

Output:

```
g factor: 2.1; damping alpha: 0.008
mu0 M: 1.000 T; mu0 H: 20.0 mT
film thickness: 10.0 nm
gamma/2pi: 29.392 GHz/T
in-plane stiffness frequency: 0.5878 GHz
out-of-plane stiffness frequency: 29.980 GHz
resonance frequency: 4.1980 GHz
frequency full width, numerical sweep: 0.24448 GHz
frequency full width, formula: 0.24454 GHz
same width as angular frequency: 1.5365 rad/ns
width from ringdown: 0.24453 GHz
amplitude 1/e time from ringdown: 1.3017 ns
common rule 2 alpha f: 0.06717 GHz
true width / common rule, formula: 3.6407
field full width, numerical sweep: 2.2853 mT
field full width, 2 alpha omega/gamma: 2.2853 mT
slope df/d(mu0 H): 107.009 GHz/T
slope times numerical field width: 0.24454 GHz
false alpha from numerical width/(2f): 0.02912
alpha recovered by correct formula: 0.007998
orbit axis ratio (normal/in-plane): 0.14003
width from orbit ellipse: 0.24454 GHz
low-field limit of width: 0.23514 GHz
overdamped below mu0 H: 0.01600 mT
Table: mu0H mT | f GHz | sweep GHz | formula GHz | 2 alpha f GHz | field mT
10 | 2.954 | 0.23973 | 0.23984 | 0.04726 | 1.6080
20 | 4.198 | 0.24448 | 0.24454 | 0.06717 | 2.2853
50 | 6.735 | 0.25861 | 0.25865 | 0.10775 | 3.6661
200 | 14.399 | 0.32917 | 0.32919 | 0.23039 | 7.8384
1000 | 41.567 | 0.70538 | 0.70541 | 0.66507 | 22.6276
5000 | 160.987 | 2.58641 | 2.58651 | 2.57580 | 87.6368
normal film, mu0 H: 1.30 T; f: 8.8176 GHz
normal film, width by sweep: 0.14108 GHz
normal film, 2 alpha f: 0.14108 GHz
assumed local field spread, full width: 0.50 mT
extra width from spread, estimate: 0.05350 GHz
total width with spread, averaged curve: 0.29800 GHz
assumed in-plane anisotropy field: 0.50 mT
its resonance shift: 0.05319 GHz
its width change: 0.2351 MHz
assumed interface anisotropy: 0.20 mJ/m^2
effective mu0 M with it: 0.9497 T
width with it: 0.23272 GHz
assumed resistivity: 30.0 microohm cm
eddy damping: 6.446e-06; extra width: 0.1933 MHz
film side: 1.0 mm; temperature: 300 K
thermal rms in-plane tilt: 5.101e-06 rad
verified
```
